\section*{Relativistic Impulse Approximation for Compton Scattering and Dirac 1s Profiles}

\section{Compton scattering from a moving bound electron}

An impulse-approximation calculation of photon scattering from inner shells must settle whether a tabulated one-dimensional profile $J(p_z)$ can be multiplied by a kinematic factor, or whether a momentum integral is needed at each pair of photon energies and each angle. It must also settle whether the profile may come from a Schr\"odinger orbital. Both choices produce errors of relative order $(Z\alpha)^2$ near the Compton line, so they should be judged together.

We set $\hbar=c=m=1$ in the derivation. Momenta are then in $mc$ and energies in $mc^2$. A photon $(\omega,\mathbf k)$ scatters through $\theta$ into $(\omega',\mathbf k')$. Define
\begin{equation}
\Delta=\omega-\omega',\quad \mathbf q=\mathbf k-\mathbf k',\quad
\kappa=\omega\omega'(1-\cos\theta),\quad q^2=\Delta^2+2\kappa .
\label{kin}
\end{equation}
The last relation follows from $q^2=\omega^2+\omega'^2-2\omega\omega'\cos\theta$. Free electrons have $E(p)=\sqrt{1+p^2}$. Spins and polarizations are averaged initially and summed finally; cross sections are per electron.

\subsection{What the impulse step keeps}

Consider first a spinless model with $H=E(\mathbf p)+V$, bound energy $\varepsilon$ and a constant vertex, so that the photon only multiplies the state by $e^{i\mathbf q\cdot\mathbf r}$. Writing the energy delta function as a time integral gives the spectrum
\begin{equation}
S(\Delta)=\int\frac{dt}{2\pi}\,e^{i\Delta t}
\langle e^{iHt}e^{-iH't}\rangle,\qquad H'=E(\mathbf p+\mathbf q)+V,
\label{time}
\end{equation}
because $e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}=H'$. The potential is the same in $H$ and $H'$. The impulse approximation replaces the product of exponentials by $e^{-iDt}$, with $D=H'-H=E(\mathbf p+\mathbf q)-E(\mathbf p)$, which yields $\delta(\Delta-D)$.

The moments of $S$ are $M_n=\langle(H'-\varepsilon)^n\rangle$. Since $(H'-\varepsilon)\psi=D\psi$, we have $M_1=\langle D\rangle$ and $M_2=\langle D^2\rangle$, as in the impulse approximation. The third moment is
\begin{equation}
M_3=\langle D(H'-\varepsilon)D\rangle
=\langle D^3\rangle+\tfrac12\langle[D,[V,D]]\rangle .
\label{third}
\end{equation}
Here $H'=H+D$, and $\langle D(H-\varepsilon)D\rangle=\frac12\langle[D,[H,D]]\rangle$ follows by expanding the commutator and using $H\psi=\varepsilon\psi$; $E(\mathbf p)$ commutes with $D$.

For slow bound motion $D\simeq{\rm const}+\beta' p_\parallel$, where $\beta'$ is the recoil speed and $p_\parallel$ the momentum along $\mathbf q$. The extra term becomes $\frac12\beta'^2\langle\partial_\parallel^2V\rangle$, while the width is $\beta'\sigma_p$, with $\sigma_p$ the spread of $p_\parallel$. For a Coulomb 1s state with $\lambda=Z\alpha$, the spherical average gives $\langle\partial_\parallel^2V\rangle=\langle\nabla^2V\rangle/3=4\lambda^4/3$, and $\sigma_p=\lambda/\sqrt3$. Thus, at leading order in $\lambda$,
\begin{equation}
\frac{M_3-\langle D^3\rangle}{(\beta'\sigma_p)^3}\simeq
2\sqrt3\,\frac{Z\alpha}{\beta'} .
\label{condition}
\end{equation}
Since $\beta'<1$, raising the photon energy does not remove this discrepancy. A one-dimensional smooth well, solved by diagonalization, confirms the moment relations. Its third-moment gap, divided by the cubed width, falls from 1.91 at $\beta'=0.205$ to 0.392 at $\beta'=0.992$; its product with $\beta'$ stays near 0.39.

For ionization, the energy transfer must also exceed the binding energy $I$. The impulse formula does not contain this threshold, so it fails near $\omega'=\omega-I$ and must be cut off there. It also lacks the infrared rise of the bound-electron cross section as $\omega'\to0$, so it fails at the soft end of the spectrum as well.

\subsection{Momentum density and free-electron amplitude}

For the Dirac electron we also replace the intermediate states by free ones and the final states by positive-energy plane waves. Momentum conservation at the free vertices means that a final momentum $\mathbf p+\mathbf q$ selects one initial $\mathbf p$. Different initial momenta therefore do not interfere. For an $m_j$-averaged 1s level, the positive-energy spin density matrix can contain only $1$ and $\boldsymbol\sigma\cdot\hat{\mathbf p}$ by rotational symmetry. Parity removes the second term, leaving an unpolarized density. The prescription adopted here takes $n(p)$ from all four components, with $\int d^3p\,n=1$.

Let $P$ be the initial electron four-momentum and $K=P\cdot k$, $K'=P\cdot k'$. The mass-shell condition $(P+k-k')^2=1$, with $k\cdot k'=\kappa$, gives $K'=K-\kappa$. The spin-averaged squared amplitude is Lorentz invariant and can be obtained from the Klein--Nishina formula for an electron at rest,
\begin{equation}
\frac{d\sigma}{d\Omega'}=\frac{r_0^2}{2}
\left(\frac{\omega'}{\omega}\right)^2X,\qquad
X=\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-\sin^2\theta ,
\label{KN}
\end{equation}
where $r_0$ is the classical electron radius. At rest $K=\omega$, $K'=\omega'$ and $1-\cos\theta=1/K'-1/K\equiv d$. Hence $-\sin^2\theta=(1-d)^2-1=-2d+d^2$, and in any frame
\begin{equation}
X=\frac K{K'}+\frac{K'}K+2\left(\frac1K-\frac1{K'}\right)
+\left(\frac1K-\frac1{K'}\right)^2 .
\label{X}
\end{equation}
A direct evaluation with Dirac matrices and transverse polarizations for moving electrons confirms \eqref{X}.

The golden rule supplies $1/(EE'\omega\omega')$ from the state normalizations and $\omega'^2d\omega'd\Omega'$ from the photon phase space. The atom is at rest, so we divide by the incident photon flux in that frame, without a relative-velocity factor for each electron momentum. With a constant $C$,
\begin{equation}
\frac{d^2\sigma}{d\omega'd\Omega'}=C\frac{\omega'}{\omega}
\int d^3p\,n(p)\frac{X}{EE'}\,\delta(E+\Delta-E') .
\label{RIA3}
\end{equation}
To fix $C$, put the electron at rest. Then
\begin{equation}
\frac{d(\omega'+E')}{d\omega'}
=\frac{E'+\omega'-\omega\cos\theta}{E'}
=\frac{1+\omega(1-\cos\theta)}{E'}=\frac{\omega}{\omega'E'} ,
\end{equation}
using energy conservation and the Compton relation. Integrating \eqref{RIA3} gives $C(\omega'/\omega)^2X$, so comparison with \eqref{KN} gives $C=r_0^2/2$.

\subsection{Reduction to one momentum integral}

Squaring $E+\Delta=E(\mathbf p+\mathbf q)$ gives $2E\Delta+\Delta^2=2\mathbf p\cdot\mathbf q+q^2$. With \eqref{kin},
\begin{equation}
p_\parallel(p)=\frac{\mathbf p\cdot\mathbf q}{q}
=\frac{E(p)\Delta-\kappa}{q} .
\label{parallel}
\end{equation}
Squaring adds no negative-energy solution: the final electron four-momentum $P'$ satisfies $P'\cdot k'=K'+\kappa=K>0$, which requires $E'>0$.

A value of $p$ contributes if $|E\Delta-\kappa|\le pq$. Both functions $pq\mp(E\Delta-\kappa)$ increase with $p$, since their derivatives are $q\mp\Delta p/E$ and $q>|\Delta|$. There is thus a single lower limit. At that limit $\mathbf p$ lies along $\pm\mathbf q$. Calling its signed component $p_z$, we have $p_zq+\kappa=E(p_z)\Delta$. Squaring and using $q^2-\Delta^2=2\kappa$,
\begin{equation}
p_z^2+qp_z+\frac{\kappa^2-\Delta^2}{2\kappa}=0,\qquad
p_z=-\frac q2+\frac\Delta2\sqrt{1+\frac2\kappa}.
\label{pz}
\end{equation}
The discriminant is $q^2-2\kappa+2\Delta^2/\kappa=\Delta^2(1+2/\kappa)$. The chosen root is the one for which $p_zq+\kappa$ has the sign of $\Delta$.

Use spherical coordinates about $\mathbf q$, with $c=\hat{\mathbf p}\cdot\hat{\mathbf q}$. From $E'^2=1+p^2+q^2+2pqc$ we get $E'dE'=pq\,dc$, so the angular integral of $\delta(E+\Delta-E')/E'$ is $1/(pq)$ above the lower limit. Therefore
\begin{equation}
\boxed{\frac{d^2\sigma}{d\omega'd\Omega'}
=\frac{r_0^2\omega'}{2\omega q}
\int_{|p_z|}^\infty dp\,\frac{p\,n(p)}{E(p)}
\int_0^{2\pi}d\varphi\,X}
\label{RIA1}
\end{equation}
for isotropic $n$. In the integrand
\begin{equation}
K=E\omega-p_\parallel\frac{\omega(\omega-\omega'\cos\theta)}q
-p_\perp\frac{\omega\omega'\sin\theta}{q}\cos\varphi ,
\label{K}
\end{equation}
with $p_\perp^2=p^2-p_\parallel^2$. The two fractions are the components of $\mathbf k$ along and across $\mathbf q$. An independent three-dimensional integral, with the delta function resolved in $\omega'$, agrees with the $\omega'$ integral of \eqref{RIA1}.

\subsection{Factoring out the profile}

Equation \eqref{RIA1} does not yet factor, because $E$ and $X$ vary under the momentum integral. Ribberfors' approximation evaluates both at $\mathbf p=p_z\hat{\mathbf q}$:
\begin{equation}
\boxed{\frac{d^2\sigma}{d\omega'd\Omega'}\simeq F\,J(p_z),\qquad
F=\frac{r_0^2\omega'\overline X}{2\omega q E(p_z)}}
\label{factor}
\end{equation}
where
\begin{equation}
J(p_z)=2\pi\int_{|p_z|}^\infty p\,n(p)\,dp ,
\label{J}
\end{equation}
and $\overline X$ is \eqref{X} with
\begin{equation}
K=\omega\left[E(p_z)-\frac{p_z(\omega-\omega'\cos\theta)}q\right],
\qquad K'=K-\kappa .
\end{equation}
Exchanging the order of integration gives $\int J\,dp_z=4\pi\int_0^\infty p^2n\,dp=1$.

At fixed photon energies and angle, the changes in $E$ and, by \eqref{parallel}, in $p_\parallel$ are proportional to $E(p)-E(p_z)$, hence quadratic in bound momenta. The linear term in \eqref{K} contains $p_\perp\cos\varphi$ and vanishes on azimuthal averaging; its square survives. At the Compton line the relative factoring error is therefore of order $\lambda^2$. Numerically, doubling $Z$ from 5 to 10 multiplies it by 4.02. Far in the tail, where relevant momenta are comparable with $mc$, this expansion gives no assurance.

Two limits check the factors. For a narrow density, \eqref{factor} can be integrated over $\omega'$ with $F$ held at the line. Differentiating $p_zq=E(p_z)\Delta-\kappa$ at $p_z=0$ gives
\begin{equation}
q\,dp_z=-[1+\omega(1-\cos\theta)]d\omega'
=-\frac{\omega}{\omega'}d\omega' .
\end{equation}
The Jacobian $q\omega'/\omega$ multiplies $F$ and restores \eqref{KN}. For soft photons, $\omega\ll1$, with $q\gg\lambda$ but $q^3\ll\lambda$, one has $\overline X\to1+\cos^2\theta$ and $p_z\simeq\Delta/q-q/2$, the nonrelativistic impulse result. The last condition is needed because this $p_z$ is about $-q^3/8$ at the Compton line instead of zero, a shift that must be small compared with the profile width.

\subsection{Schr\"odinger and Dirac 1s profiles}

The Schr\"odinger state $\sqrt{\lambda^3/\pi}\,e^{-\lambda r}$ has Fourier transform $(2\pi)^{-3/2}\sqrt{\lambda^3/\pi}\,8\pi\lambda/(p^2+\lambda^2)^2$. Squaring it, and integrating \eqref{J} with $u=p^2$, gives
\begin{equation}
n_S=\frac{8\lambda^5}{\pi^2(p^2+\lambda^2)^4},\qquad
J_S=\frac{8\lambda^5}{3\pi(p_z^2+\lambda^2)^3}.
\label{schr}
\end{equation}

For a point nucleus the Dirac 1s state is $(g\chi,\,if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)/\sqrt{4\pi}$, where $\chi$ is a two-component spinor. With total energy $\gamma$, its radial equations are
\begin{equation}
-g'=\left(\gamma+1+\frac\lambda r\right)f,\qquad
f'+\frac{2f}{r}=\left(\gamma-1+\frac\lambda r\right)g .
\end{equation}
Insert $g=a r^{\gamma-1}e^{-\lambda r}$ and $f=\tau g$. The first equation requires $\lambda=(\gamma+1)\tau$ and $1-\gamma=\lambda\tau$; the second gives the same conditions. Hence $\gamma=\sqrt{1-\lambda^2}$ and $\tau=\lambda/(1+\gamma)$. Since $1+\tau^2=2/(1+\gamma)$, normalization gives
\begin{equation}
a^2=\frac{1+\gamma}{2}\,\frac{(2\lambda)^{2\gamma+1}}{\Gamma(2\gamma+1)} .
\end{equation}

The momentum components are $\tilde g=a\sqrt{2/\pi}\,I_0$ and $\tilde f=a\tau\sqrt{2/\pi}\,I_1$, with $I_l=\int_0^\infty r^{\gamma+1}e^{-\lambda r}j_l(pr)\,dr$. Put $R=\sqrt{p^2+\lambda^2}$ and $\eta=\arctan(p/\lambda)$. Inserting $j_0(x)=\sin x/x$ and $j_1(x)=\sin x/x^2-\cos x/x$, and using $\int_0^\infty r^{s-1}e^{-(\lambda-ip)r}dr=\Gamma(s)e^{is\eta}/R^s$, gives
\begin{align}
I_0&=\frac{\Gamma(\gamma+1)\sin[(\gamma+1)\eta]}{pR^{\gamma+1}},\\
I_1&=\frac{\Gamma(\gamma)\sin(\gamma\eta)}{p^2R^\gamma}
-\frac{\Gamma(\gamma+1)\cos[(\gamma+1)\eta]}{pR^{\gamma+1}} .
\end{align}
Then
\begin{equation}
n_D=\frac{\tilde g^2+\tilde f^2}{4\pi},\qquad
J_D(p_z)=\frac12\int_{|p_z|}^{\infty}p(\tilde g^2+\tilde f^2)\,dp .
\label{dirac}
\end{equation}
The final integral is evaluated numerically and agrees with a position-space calculation of $J_D$.

As $p\to\infty$, $\eta\to\pi/2$ and both components fall as $p^{-\gamma-2}$. Thus $J_D\propto p_z^{-2\gamma-2}$, whereas $J_S\propto p_z^{-6}$. The asymptotic ratio is $\tilde f/\tilde g=(\lambda/\gamma)\tan(\gamma\pi/2)$. At $Z=50$ it is about 3.6: the small component dominates the extreme tail despite its total weight $(1-\gamma)/2=0.034$. The limit is reached slowly: the ratio is 0.47 at $p=mc$, passes 1 at $p\approx2.5\,mc$ and is 2.7 at $20\,mc$. In a real ion the finite nuclear radius ends these power laws at momenta of several tens of $mc$.

\subsection{Hydrogen-like ion with $Z=50$}

The example uses a point nucleus and omits QED corrections. Here $\lambda=0.365\,mc$, $\gamma=0.931$ and the binding energy is 35.2 keV. Profiles are in $1/(mc)$:
\begin{center}
\begin{tabular}{rrrr}
$p_z/\lambda$ & $J_D$ & $J_S$ & $J_D/J_S$\\
0 & 2.196 & 2.326 & 0.944\\
0.5 & 1.182 & 1.191 & 0.992\\
1 & 0.325 & 0.291 & 1.12\\
2 & 0.0280 & 0.0186 & 1.51\\
4 & 0.00131 & 0.000474 & 2.77
\end{tabular}
\end{center}
The peak is lower by 5.6\% relative to Schr\"odinger, and the curves cross at $0.54\lambda$. In atomic units the peaks are 0.0160 and 0.0170. The peak deficit is 0.9\% at $Z=20$ and 16\% at $Z=82$. In the scaled variable $p/\lambda$, $n_D$ depends on $\lambda$ through $\gamma$ and $\tau^2$, both even in $\lambda$; this accounts for the leading $\lambda^2$ scaling.

The negative-energy part of the Dirac state has weight $2.3\times10^{-4}$ and contributes a fraction $4.5\times10^{-5}$ of $J_D(0)$. Its amplitude, however, is the square root of the weight, about 0.015. Neglected interference in the scattering amplitude is therefore not bounded by the small weight alone.

For 1000 keV photons at $90^\circ$, the Compton line is at 338.2 keV, where $q=2.066\,mc$. There
\begin{equation}
\overline X=\frac{1000}{338.2}+\frac{338.2}{1000}-1=2.295,
\quad
\frac{\omega'\overline X}{2\omega q}
=\frac{0.3382\times2.295}{2\times2.066}=0.188 .
\end{equation}
Restoring units gives $F=29.19\ \mu{\rm b}\,mc/({\rm keV\,sr})$, and
\begin{equation}
F J_D(0)=29.19\times2.196=64.1\ \mu{\rm b}/({\rm keV\,sr}) .
\end{equation}
The Schr\"odinger profile gives 67.9 in the same unit. At $\omega'=250$ keV, $p_z=0.281\,mc$ lies beyond the crossing, and the order reverses: 12.1 for Dirac and 11.5 for Schr\"odinger. At 450 keV, $|p_z|$ is nearly the same, but the Dirac result is 23.3, because $F$ has risen from 20.0 to 38.7. The measured spectrum would therefore not be symmetric even where \eqref{factor} held and $J$ was symmetric.

Relative to \eqref{RIA1} with the same Dirac density, the factored result is 1.9\% high at the line and 3.5\% high at 250 keV. Between 250 and 450 keV in this spectrum, and within the impulse approximation, a Dirac profile is warranted if errors of 5\% matter; if errors of 2\% matter, the unfactored integral is needed as well. Farther into the tails both errors grow. The factoring error reaches 6.6\% at 200 keV and 5.3\% at 600 keV, so there the unfactored integral is needed even for a tolerance of 5\%. The ordering of the two errors also depends on the angle: for the same ion and incident energy the factoring error at the line is 3.5\% at $30^\circ$ and about 10\% at $150^\circ$, where it exceeds the 5.6\% difference between the profiles.

Neither choice repairs the impulse step. The transfer at the line, 662 keV, is far above the binding energy, but $\beta'=0.900$ and $Z\alpha/\beta'=0.41$. The leading-order estimate \eqref{condition} then gives a third-moment discrepancy of about 1.4 cubed widths. This moment weights the tails strongly and is not the error at the peak, but it shows that the few-percent agreement between \eqref{factor} and \eqref{RIA1} is not an accuracy estimate for the bound-electron cross section. Further values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Z = 50, lambda = Z alpha = 0.36487 mc, gamma = 0.93106
Dirac 1s binding energy = 35.229 keV
small-component weight = 0.03447
negative-energy weight = 2.305e-04
negative-energy share of Dirac J(0) = 4.518e-05
J(0) in 1/(mc): Z, Dirac, Schrodinger, ratio
   20 5.76497 5.81599 0.99123
   50 2.19581 2.32640 0.94387
   82 1.19216 1.41853 0.84042
Z = 50 J(0) in atomic units: Dirac 0.016024, Schrodinger 0.016977
J(0) deficit, Z = 20 over Z = 10: 4.0128
Z = 50 profile: pz/lambda, J Dirac, J Schrodinger [1/(mc)], ratio
   0.0 2.19581e+00 2.32640e+00 0.9439
   0.5 1.18181e+00 1.19111e+00 0.9922
   1.0 3.24666e-01 2.90799e-01 1.1165
   2.0 2.80467e-02 1.86112e-02 1.5070
   4.0 1.31395e-03 4.73518e-04 2.7749
   8.0 6.29989e-05 8.47117e-06 7.4369
profiles cross at pz/lambda = 0.5411
tail exponents: Dirac -3.8634, Schrodinger -6.0000
photon: 1000.0 keV, angle 90.0 degrees
Compton line = 338.186 keV, transfer = 661.814 keV
q = 2.06583 mc, recoil speed = 0.90009 c, Z alpha/speed = 0.4054
spectrum per electron; F = kinematic factor [microbarn mc/(keV sr)]
S = F*J [microbarn/(keV sr)]; last: S Dirac / unfactored RIA
  w2 [keV], pz [mc], F, J Dirac [1/(mc)], S Dirac, S Schr., ratio
   250.00  0.28120 20.0353 0.60439 12.1091 11.5096 1.0354
   300.00  0.11237 25.3513 1.70669 43.2668 44.9383 1.0224
   338.19 -0.00000 29.1933 2.19581 64.1030 67.9152 1.0194
   400.00 -0.16241 34.8013 1.32902 46.2517 47.0727 1.0219
   450.00 -0.28195 38.6886 0.60107 23.2545 22.0920 1.0277
factoring error at line, Z = 10 over Z = 5: 4.0174
Schrodinger-density dsigma/dOmega [r0^2/sr]: reduced 0.132354, 3D 0.132354
Z = 1 factored integral 0.131249, Klein-Nishina 0.131247 r0^2/sr
1D model: kick [mc], recoil speed [c], third-moment gap/width^3
  0.2094 0.2050 1.9075
  1.0472 0.7232 0.5375
  7.9587 0.9922 0.3923
\end{verbatim}
